# Intersubband dipole elements of a triangular well and their inverse-square law: a numerical check

```python
# Result under test: for an electron in V = e F z (z > 0) with a hard wall at
# z = 0, the off-diagonal position elements are
#     z_mn = -2 L / (a_m - a_n)^2,
# where Ai(-a_n) = 0, L = (hbar^2 / (2 m e F))^(1/3), E_n = e F L a_n, and
# every real normalized state has positive slope at the wall.
# Scaled position: x = z / L.  Lengths are in nm and energies in eV unless
# a name says otherwise.  Oscillator strength: f = 4 / (a_m - a_n)^3.
import numpy as np
from scipy import constants as sc
from scipy import linalg, optimize, special


def airy_zeros(count):
    """Positive a_n with Ai(-a_n) = 0, by Newton iteration."""
    n = np.arange(1, count + 1)
    t = 3 * np.pi * (4 * n - 1) / 8
    a = t ** (2 / 3) * (1 + 5 / (48 * t**2))
    for _ in range(5):
        ai, aip, _, _ = special.airy(-a)
        a = a + ai / aip
    return a


gauss_x, gauss_w = np.polynomial.legendre.leggauss(400)


def quadrature_states(a):
    """Airy states normalized numerically, with their derivatives."""
    length = a.max() + 12
    x = 0.5 * length * (gauss_x + 1)
    w = 0.5 * length * gauss_w
    ai, aip, _, _ = special.airy(x[None, :] - a[:, None])
    raw_norm = (ai**2) @ w
    factor = np.sign(ai[:, :1]) / np.sqrt(raw_norm)[:, None]
    return x, w, ai * factor, aip * factor, raw_norm


zeros = airy_zeros(4000)

# --- Airy integrals by quadrature against the derived formulas ---
a = zeros[:8]
x, w, u, du, raw_norm = quadrature_states(a)
wall_slope_squared = special.airy(-a)[1] ** 2
assert np.allclose(raw_norm, wall_slope_squared, rtol=1e-9)
gap = a[:, None] - a[None, :]
off = ~np.eye(8, dtype=bool)
overlap = (u * w) @ u.T
derivative_element = (u * w) @ du.T
x_element = (u * w * x) @ u.T
assert np.allclose(overlap, np.eye(8), atol=1e-9)
assert np.allclose(derivative_element[off], 1 / gap[off], atol=1e-9)
assert np.allclose(x_element[off], -2 / gap[off] ** 2, atol=1e-9)
assert np.allclose(np.diag(x_element), 2 * a / 3, rtol=1e-9)
x_squared = (u**2) @ (w * x**2)
assert np.allclose(x_squared, 8 * a**2 / 15, rtol=1e-9)
assert np.allclose((du**2) @ w, a / 3, rtol=1e-9)
exponent = np.polyfit(np.log(abs(gap[off])),
                      np.log(abs(x_element[off])), 1)[0]
assert abs(exponent + 2) < 1e-6

# --- sum rules; the first has an omitted tail of about 5e-5 ---
strength_sums = []
for n in range(3):
    differences = np.delete(zeros, n) - zeros[n]
    strength_sums.append(np.sum(4 / differences**3))
    assert abs(strength_sums[-1] - 1) < 1e-4
    closure = np.sum(4 / differences**4) + x_element[n, n] ** 2
    assert abs(closure - x_squared[n]) < 1e-6
    assert abs(np.sum(1 / differences**4) - zeros[n] ** 2 / 45) < 1e-6

# --- high levels against Fourier coefficients of a bouncing particle ---
high = zeros[39:43]
xh, wh, uh, _, _ = quadrature_states(high)
phase = (np.arange(20000) + 0.5) / 20000
for k in (1, 2, 3):
    quantum = np.sum(wh * xh * uh[0] * uh[k])
    height = 0.5 * (high[0] + high[k])
    path = 4 * height * phase * (1 - phase)
    classical = np.mean(path * np.cos(2 * np.pi * k * phase))
    assert abs(quantum / classical - 1) < 1e-3
    assert abs(classical / (-2 * height / (np.pi * k) ** 2) - 1) < 1e-5
    if k == 1:
        quantum_high, classical_high = quantum, classical

# --- example: rough typical values for a silicon (100) inversion layer ---
field_MV_cm = 0.6
mass_z = 0.92            # perpendicular mass, lower ladder, in m0
mass_light = 0.19        # transverse mass, in m0
acceptors_cm3 = 8e17
electrons_cm2 = 5e11
eps_si, eps_ox = 11.7, 3.9
barrier, mass_ox = 3.1, 0.5
temperature = 300.0
mobility_cm2 = 300.0
nonparabolicity = 0.5    # 1/eV

force = 0.1 * field_MV_cm                         # eV/nm
c0 = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18      # eV nm^2
c = c0 / mass_z
length = (c / force) ** (1 / 3)
energy_scale = force * length
levels = energy_scale * zeros[:4]


def solve_well(z, potential, count=4):
    """Finite differences with a hard wall at z = 0; z[0] is the spacing."""
    h = z[0]
    energy, psi = linalg.eigh_tridiagonal(
        2 * c / h**2 + potential, np.full(len(z) - 1, -c / h**2),
        select='i', select_range=(0, count - 1))
    psi = psi.T / np.sqrt(h)
    return energy, psi * np.sign(psi[:, :1])


def dipole(z, psi, i, j):
    return z[0] * np.sum(z * psi[i] * psi[j])


step = 0.01
z = step * np.arange(1, 2001)
e_tri, psi_tri = solve_well(z, force * z)
assert np.allclose(e_tri, levels, rtol=2e-4)
pairs = [(0, 1), (0, 2), (0, 3), (1, 2), (1, 3), (2, 3)]
for i, j in pairs:
    formula = -2 * length / (zeros[i] - zeros[j]) ** 2
    assert abs(dipole(z, psi_tri, i, j) / formula - 1) < 1e-3
    omega = (levels[j] - levels[i]) * sc.e / sc.hbar
    amplitude = force * 1e9 * sc.e / (mass_z * sc.m_e * omega**2) * 1e9
    assert abs(dipole(z, psi_tri, i, j) / -amplitude - 1) < 1e-3
z_long = 2 * z
_, psi_weak = solve_well(z_long, force / 8 * z_long)
field_ratio = dipole(z_long, psi_weak, 0, 1) / dipole(z, psi_tri, 0, 1)
assert abs(field_ratio - 2) < 1e-3

# --- depletion curvature and inversion charge, self-consistently ---
eps = eps_si * sc.epsilon_0
total_cm2 = eps * force * 1e9 / sc.e * 1e-4
depletion_cm2 = total_cm2 - electrons_cm2
width = depletion_cm2 / acceptors_cm3 * 1e7
force_inv = force * electrons_cm2 / total_cm2
force_dep = force - force_inv
psi_h, previous = psi_tri, e_tri
for _ in range(40):
    density = psi_h[0] ** 2
    enclosed = step * (np.cumsum(density) - density / 2)
    outside = 1 - enclosed
    v_inv = step * force_inv * (np.cumsum(outside) - outside / 2 + 0.5)
    v_hartree = force_dep * (z - z**2 / (2 * width)) + v_inv
    e_h, psi_h = solve_well(z, v_hartree)
    change = np.max(abs(e_h - previous))
    previous = e_h
assert change < 1e-8
bending = force_dep * width / 2 + force_inv * dipole(z, psi_h, 0, 0)

# General hard-wall identity, including the off-diagonal force.
slope = psi_h[:, 0] / step
gradient = np.gradient(v_hartree, step, edge_order=2)
for i, j in pairs:
    mean_force = step * np.sum(gradient * psi_h[i] * psi_h[j])
    predicted = (-2 * (c**2 * slope[i] * slope[j] - c * mean_force)
                 / (e_h[i] - e_h[j]) ** 2)
    assert abs(dipole(z, psi_h, i, j) / predicted - 1) < 2e-3


def law_ratio(energy, psi):
    """Equals one when |z| varies as the inverse square energy gap."""
    return (dipole(z, psi, 0, 2) * (energy[2] - energy[0]) ** 2
            / (dipole(z, psi, 0, 1) * (energy[1] - energy[0]) ** 2))


ratio_tri, ratio_h = law_ratio(e_tri, psi_tri), law_ratio(e_h, psi_h)
assert abs(ratio_tri - 1) < 1e-3
assert abs(ratio_h - 1) > 10 * abs(ratio_tri - 1)

# --- classical image potential ---
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
image = coulomb * (eps_si - eps_ox) / (4 * eps_si * (eps_si + eps_ox))
e_im, psi_im = solve_well(z, force * z + image / z)

# --- penetration into a flat oxide barrier ---


def decay(scaled_energy):
    return np.sqrt(mass_ox * (barrier - energy_scale * scaled_energy) / c0)


def mismatch(scaled_energy):
    ai, aip, _, _ = special.airy(-scaled_energy)
    return aip / (mass_z * length) - decay(scaled_energy) * ai / mass_ox


soft = np.array([optimize.brentq(mismatch, q - 0.5, q) for q in zeros[:2]])
kappa = decay(soft)
xs = 0.5 * 20 * (gauss_x + 1)
ws = 0.5 * 20 * gauss_w * length
inside = special.airy(xs[None, :] - soft[:, None])[0]
at_wall = special.airy(-soft)[0]
norms = (inside**2) @ ws + at_wall**2 / (2 * kappa)
inside = inside / np.sqrt(norms)[:, None]
at_wall = at_wall / np.sqrt(norms)
soft_overlap = (np.sum(ws * inside[0] * inside[1])
                + at_wall[0] * at_wall[1] / kappa.sum())
assert abs(soft_overlap) < 1e-8
soft_dipole = abs(np.sum(ws * length * xs * inside[0] * inside[1])
                  - at_wall[0] * at_wall[1] / kappa.sum() ** 2)
penetration = at_wall[0] ** 2 / (2 * kappa[0])

# --- second valley ladder, occupation and broadening ---
thermal = sc.k * temperature / sc.e
mass_factor = (mass_z / mass_light) ** (1 / 3)
other_level = levels[0] * mass_factor
other_dipole = 2 * length * mass_factor / (zeros[1] - zeros[0]) ** 2
population_2 = np.exp(-(levels[1] - levels[0]) / thermal)
density_ratio = 4 * np.sqrt(mass_z * mass_light) / (2 * mass_light)
population_other = density_ratio * np.exp(-(other_level - levels[0]) / thermal)
broadening = sc.hbar / (mobility_cm2 * 1e-4 * mass_light * sc.m_e)

print(f"fitted exponent of |x_mn| against gap: {exponent:.6f}")
print("strength sums from n=1,2,3:", *[f"{s:.5f}" for s in strength_sums])
print(f"x(40,41) quantum, classical: {quantum_high:.5f}, {classical_high:.5f}")
print(f"surface field: {field_MV_cm:.2f} MV/cm")
print(f"perpendicular mass: {mass_z:.2f} m0")
print(f"length scale: {length:.4f} nm")
print(f"energy scale: {energy_scale * 1e3:.2f} meV")
for n in range(4):
    print(f"n={n+1}: a={zeros[n]:.5f}, E={levels[n]*1e3:.2f} meV, "
          f"<z>={2*length*zeros[n]/3:.3f} nm")
for i, j in pairs:
    d = zeros[j] - zeros[i]
    print(f"pair {i+1},{j+1}: gap={d:.5f}, dE={energy_scale*d*1e3:.2f} meV")
    print(f"  |z| formula={2*length/d**2:.5f} nm, "
          f"quadrature={length*abs(x_element[i,j]):.5f} nm, f={4/d**3:.5f}")
print(f"|z12| ratio, field F/8 to F: {field_ratio:.5f}")
print(f"acceptors: {acceptors_cm3:.2e} cm^-3")
print(f"inversion electrons: {electrons_cm2:.2e} cm^-2")
print(f"depletion charges: {depletion_cm2:.3e} cm^-2")
print(f"depletion width: {width:.2f} nm; band bending: {bending:.3f} eV")
print(f"Hartree: dE12={(e_h[1]-e_h[0])*1e3:.2f} meV, "
      f"|z12|={abs(dipole(z, psi_h, 0, 1)):.4f} nm")
print(f"law ratio 13/12: triangular={ratio_tri:.5f}, Hartree={ratio_h:.5f}")
print(f"image: dE12={(e_im[1]-e_im[0])*1e3:.2f} meV, "
      f"|z12|={abs(dipole(z, psi_im, 0, 1)):.4f} nm")
print(f"image shift of E1: {(e_im[0]-e_tri[0])*1e3:.2f} meV")
print(f"oxide barrier: {barrier:.1f} eV; oxide mass: {mass_ox:.2f} m0")
print(f"soft wall: dE12={energy_scale*(soft[1]-soft[0])*1e3:.2f} meV, "
      f"|z12|={soft_dipole:.4f} nm")
print(f"soft-wall shift of E1: {energy_scale*(soft[0]-zeros[0])*1e3:.2f} meV")
print(f"probability in oxide, n=1: {penetration*100:.3f} percent")
print(f"permittivities Si, oxide: {eps_si:.1f}, {eps_ox:.1f}")
print(f"oxide field: {field_MV_cm*eps_si/eps_ox:.2f} MV/cm")
print(f"second ladder: mass={mass_light:.2f} m0, E1={other_level*1e3:.2f} meV")
print(f"second ladder |z12|: {other_dipole:.4f} nm")
print(f"temperature: {temperature:.0f} K; kT: {thermal*1e3:.2f} meV")
print(f"Boltzmann population n=2 / n=1: {population_2:.4f}")
print(f"population second-ladder n=1 / n=1: {population_other:.4f}")
print(f"mobility: {mobility_cm2:.0f} cm2/Vs; hbar/tau: {broadening*1e3:.2f} meV")
print(f"nonparabolicity: {nonparabolicity:.2f} 1/eV")
print(f"nonparabolicity times kinetic energy, n=2: "
      f"{nonparabolicity*levels[1]/3*100:.2f} percent")
print("checks complete")
```

It prints:

```
fitted exponent of |x_mn| against gap: -2.000000
strength sums from n=1,2,3: 0.99995 0.99995 0.99995
x(40,41) quantum, classical: -6.68955, -6.68953
surface field: 0.60 MV/cm
perpendicular mass: 0.92 m0
length scale: 0.8837 nm
energy scale: 53.02 meV
n=1: a=2.33811, E=123.98 meV, <z>=1.378 nm
n=2: a=4.08795, E=216.76 meV, <z>=2.408 nm
n=3: a=5.52056, E=292.73 meV, <z>=3.253 nm
n=4: a=6.78671, E=359.86 meV, <z>=3.998 nm
pair 1,2: gap=1.74984, dE=92.79 meV
  |z| formula=0.57725 nm, quadrature=0.57725 nm, f=0.74656
pair 1,3: gap=3.18245, dE=168.75 meV
  |z| formula=0.17452 nm, quadrature=0.17452 nm, f=0.12410
pair 1,4: gap=4.44860, dE=235.89 meV
  |z| formula=0.08931 nm, quadrature=0.08931 nm, f=0.04543
pair 2,3: gap=1.43261, dE=75.96 meV
  |z| formula=0.86120 nm, quadrature=0.86120 nm, f=1.36043
pair 2,4: gap=2.69876, dE=143.10 meV
  |z| formula=0.24268 nm, quadrature=0.24268 nm, f=0.20350
pair 3,4: gap=1.26615, dE=67.14 meV
  |z| formula=1.10253 nm, quadrature=1.10253 nm, f=1.97064
|z12| ratio, field F/8 to F: 2.00000
acceptors: 8.00e+17 cm^-3
inversion electrons: 5.00e+11 cm^-2
depletion charges: 3.379e+12 cm^-2
depletion width: 42.24 nm; band bending: 1.115 eV
Hartree: dE12=82.79 meV, |z12|=0.6035 nm
law ratio 13/12: triangular=0.99996, Hartree=1.00895
image: dE12=88.72 meV, |z12|=0.5983 nm
image shift of E1: 14.02 meV
oxide barrier: 3.1 eV; oxide mass: 0.50 m0
soft wall: dE12=92.73 meV, |z12|=0.5779 nm
soft-wall shift of E1: -5.18 meV
probability in oxide, n=1: 0.086 percent
permittivities Si, oxide: 11.7, 3.9
oxide field: 1.80 MV/cm
second ladder: mass=0.19 m0, E1=209.74 meV
second ladder |z12|: 0.9766 nm
temperature: 300 K; kT: 25.85 meV
Boltzmann population n=2 / n=1: 0.0276
population second-ladder n=1 / n=1: 0.1595
mobility: 300 cm2/Vs; hbar/tau: 20.31 meV
nonparabolicity: 0.50 1/eV
nonparabolicity times kinetic energy, n=2: 3.61 percent
checks complete
```
